# Why weak slip speeds spinodal dewetting but keeps its wavelength

## A flat film with slip length equal to thickness

Take a flat liquid film of thickness \(h\) and viscosity \(\eta\) on a solid, and push it along \(x\) with a uniform pressure gradient \(\partial_x p=-G\). The upper surface carries no shear stress. The liquid above height \(z\) is pushed with force \(G(h-z)\) per unit area, and the shear stress at \(z\) must balance it:

\[
\eta\,\partial_z u=G(h-z).
\]

If the liquid sticks to the wall, \(u(0)=0\), then

\[
u=\frac G\eta\left(hz-\frac{z^2}{2}\right),\qquad
Q_{\rm shear}=\int_0^h u\,dz=\frac G\eta\left(\frac{h^3}{2}-\frac{h^3}{6}\right)=\frac{Gh^3}{3\eta}.
\]

Now let it slip by Navier's law, \(u(0)=b\,\partial_z u(0)\), with slip length \(b=h\). The wall stress is still \(Gh\), because it must carry the same push. The wall velocity is therefore \(bGh/\eta=Gh^2/\eta\), and every layer moves faster by this amount. The added flux is \(Gh^3/\eta\), three times the original one. The film carries four times as much liquid under the same push.

This case already separates two questions: how readily liquid moves under a given pressure gradient, and which pressure gradient a ripple creates. Slip enters the first answer. It remains to see whether it enters the second.

## First contribution: the flow

For general \(b\), the wall velocity is \(bGh/\eta\) and the plug flux is \(Q_{\rm plug}=bGh^2/\eta\). Hence

\[
Q=-M\,\partial_xp,\qquad M(h)=\frac{1}{\eta}\left(\frac{h^3}{3}+bh^2\right)=\frac{h^3}{3\eta}\left(1+\frac{3b}{h}\right).
\]

The ratio of plug to shear flux is \(3b/h\). The 3 comes from the parabolic profile: its mean velocity is \(Gh^2/3\eta\), while the plug velocity \(bGh/\eta\) counts in full.

A rippled film obeys the same law locally if its thickness varies slowly along \(x\). This is the lubrication approximation, \(kh\ll1\) for a ripple of wavenumber \(k\). With slip there is a second condition, \(bhk^2\ll1\), whose origin appears below. "Weak slip" here means \(b\) of order \(h\) or less; it does not require \(b\ll h\).

## Second contribution: the driving pressure

Let \(\varphi(h)\) be the interaction free energy per area of a film of thickness \(h\), and \(\gamma\) its surface tension. For small slopes the energy per unit width is

\[
F=\int\left[\varphi(h)+\frac{\gamma}{2}(\partial_xh)^2\right]dx.
\]

The pressure that drives flow is the energy cost of adding liquid locally. Varying \(h\) and integrating the gradient term by parts gives

\[
p=\frac{\delta F}{\delta h}=\varphi'(h)-\gamma\,\partial_x^2h.
\]

Write the thickness as \(h+\zeta\), where \(h\) is now the mean and \(\zeta\propto e^{ikx}\) is small. Since \(\partial_x^2\zeta=-k^2\zeta\), the pressure perturbation is

\[
\delta p=(\varphi''+\gamma k^2)\zeta .
\]

If \(\varphi''<0\), the first term lowers the pressure under crests and draws liquid into them. Surface tension opposes this, more strongly for short ripples. The expression is purely static: it contains neither \(\eta\) nor \(b\).

## Putting the two together

Conservation of volume reads \(\partial_th=-\partial_xQ=\partial_x(M\partial_xp)\). In the flat film \(p\) is uniform, so \(\partial_xp\) is already of first order in \(\zeta\), and \(M\) may be taken at the mean thickness. With \(\zeta\propto e^{\sigma t}\),

\[
\sigma(k)=-Mk^2(\varphi''+\gamma k^2)=Mk^2\left(|\varphi''|-\gamma k^2\right).
\]

One factor \(k^2\) comes from transport: a longer ripple has a weaker pressure gradient and must move liquid farther. The bracket comes from the energy. Setting the derivative with respect to \(k^2\) to zero gives \(|\varphi''|-2\gamma k^2=0\), so

\[
k_m^2=\frac{|\varphi''|}{2\gamma},\qquad
\lambda=\frac{2\pi}{k_m}=2\pi\sqrt{\frac{2\gamma}{|\varphi''|}},\qquad
\sigma_m=M\,\frac{|\varphi''|}{2\gamma}\cdot\frac{|\varphi''|}{2}=\frac{M\varphi''^2}{4\gamma}.
\]

Slip multiplies the whole curve \(\sigma(k)\) by \(1+3b/h\). A curve stretched vertically by a constant keeps its maximum at the same place. The reason for the unchanged wavelength is thus that the lubrication mobility does not depend on \(k\). The comparison holds \(h,\eta,\gamma\) and \(\varphi\) fixed.

A discretized version of the full film equation, in a box eight fastest wavelengths long with \(b=h\), agrees: among modes 1 to 11, number 8 grows fastest both without and with slip.

## The size of the effect in a 5 nm film

For a nonretarded van der Waals interaction with Hamaker constant \(A>0\),

\[
\varphi=-\frac{A}{12\pi h^2},\qquad \varphi'=\frac{A}{6\pi h^3},\qquad \varphi''=-\frac{A}{2\pi h^4}.
\]

Inserting \(\varphi''\) gives \(k_m^2=A/(4\pi\gamma h^4)\), and therefore

\[
\lambda=4\pi^{3/2}h^2\sqrt{\frac{\gamma}{A}}.
\]

Without slip, \(M=h^3/3\eta\), and

\[
\sigma_m=\frac{h^3}{3\eta}\,\frac{A^2}{4\pi^2h^8}\,\frac1{4\gamma}
=\frac{A^2}{48\pi^2\eta\gamma h^5}.
\]

Take \(h=b=5\) nm, \(A=2\times10^{-20}\) J, \(\gamma=30\) mN/m and \(\eta=10^4\) Pa s. Then

\[
\varphi''=-\frac{2\times10^{-20}}{2\pi(5\times10^{-9})^4}=-5.09\times10^{12}\ \mathrm{J/m^4},
\]

\[
k_m=\sqrt{\frac{5.09\times10^{12}}{2\times0.030}}\ \mathrm{m^{-1}}=0.00921\ \mathrm{nm^{-1}},\qquad \lambda=682\ \mathrm{nm}.
\]

The growth time \(1/\sigma_m\) is 1110 s without slip and \(1110/4\approx278\) s with it. Of the flux with slip, \(3/4\) is plug flow.

## Third contribution: the finite thickness of the film

Here \(k_mh=0.046\), which is small but not zero. To weigh what lubrication theory drops, solve the linear Stokes problem. Let \(w\) be the vertical velocity and let primes denote \(d/dz\). Incompressibility, \(iku+w'=0\), gives \(u=iw'/k\). The horizontal and vertical force balances are

\[
ikp=\eta(u''-k^2u)\ \Rightarrow\ p=\frac{\eta}{k^2}(w'''-k^2w'),\qquad
p'=\eta(w''-k^2w).
\]

Eliminating \(p\) gives \(w''''-2k^2w''+k^4w=0\). The boundary conditions are as follows.

- At the wall, \(w=0\) and \(u=bu'\), hence \(w'=bw''\).
- At the top, zero shear stress, \(u'+ikw=0\), gives \(w''+k^2w=0\).
- At the top, the normal stress obeys \(p-2\eta w'=\delta p\), with the static \(\delta p\) found above.

Set \(Z=z/h\), \(\kappa=kh\), \(\beta=b/h\), and \(w=(\kappa^2h\,\delta p/\eta)W\). With primes now meaning \(d/dZ\), the normal condition becomes \(W'''-3\kappa^2W'=1\) at \(Z=1\). The surface moves with the liquid, \(\sigma\zeta=w(h)\). Comparing this with \(\sigma\zeta=-Mk^2\delta p\) gives \(M=-(h^3/\eta)W(1)\).

Expand \(W=W_0+\kappa^2W_1+\dots\). At leading order \(W_0''''=0\), \(W_0'''(1)=1\) and \(W_0''(1)=0\), so

\[
W_0''=Z-1,\quad W_0'=\frac{Z^2}{2}-Z-\beta,\quad W_0(1)=-\frac13-\beta .
\]

This is the lubrication mobility. At the next order,

\[
W_1''''=2(Z-1),\quad W_1'''(1)=3W_0'(1)=-\frac32-3\beta,\quad W_1''(1)=-W_0(1)=\frac13+\beta .
\]

Integrating twice, with \(y=1-Z\),

\[
W_1''=-\frac{y^3}{3}+\left(\frac32+3\beta\right)y+\frac13+\beta .
\]

At the wall \(y=1\), so \(W_1''(0)=\tfrac32+4\beta\) and \(W_1'(0)=\beta(\tfrac32+4\beta)\). Since \(W_1(0)=0\), integrating twice more gives

\[
W_1(1)=W_1'(0)+\int_0^1 y\,W_1''\,dy .
\]

The integral is \(-\tfrac1{15}+\tfrac12+\beta+\tfrac16+\tfrac\beta2=\tfrac35+\tfrac{3\beta}2\). Therefore

\[
M=\frac{h^3}{\eta}\left[\frac13+\beta-\left(\frac35+3\beta+4\beta^2\right)\kappa^2+\dots\right].
\]

The mobility now falls with \(k\), which favours longer ripples. Let \(s=k^2/k_m^2\) and

\[
\epsilon=C\,(k_mh)^2,\qquad C=\frac{\frac35+3\beta+4\beta^2}{\frac13+\beta}.
\]

Then \(\sigma\propto s(2-s)(1-\epsilon s)\), and its maximum satisfies \(2-2s-\epsilon(4s-3s^2)=0\). Putting \(s=1-\delta\) and keeping first order gives \(2\delta=\epsilon\). The wavelength scales as \(s^{-1/2}\), so it grows by the fraction \(\epsilon/4\), while the peak rate falls by the fraction \(\epsilon\).

For \(\beta=1\), \(C=7.6/(4/3)=5.7\) and \(\epsilon=5.7\times0.00212=0.012\). The predicted lengthening is 0.3 %. The numerical Stokes solution gives 684.0 nm with slip, against 682.6 nm without slip and 682.0 nm in lubrication theory. The speed-up becomes 3.97 instead of 4. In this film the unchanged wavelength is thus a good approximation, but not an identity.

## The other limit: strong slip

For \(\beta\gg1\), and still \(kh\ll1\), the liquid moves almost as a plug with velocity \(U(x)\). Stretching the plug also costs stress. Incompressibility gives \(w'=-\partial_xU\) (prime again \(d/dz\)), so the normal condition sets the liquid pressure to \(\delta p-2\eta\partial_xU\). The horizontal stress is then

\[
-(\delta p-2\eta\,\partial_xU)+2\eta\,\partial_xU=-\delta p+4\eta\,\partial_xU .
\]

Its gradient, times \(h\), balances the wall friction \(\eta U/b\):

\[
-ikh\,\delta p-4\eta hk^2U-\frac{\eta U}{b}=0
\ \Rightarrow\ 
U=-\frac{bh}{\eta}\,\frac{ik\,\delta p}{1+4bhk^2}.
\]

The flux is \(hU\), so

\[
M=\frac{bh^2}{\eta\,(1+4bhk^2)} .
\]

The quantity \(4bhk^2\) is the ratio of stretching resistance to wall friction. This is the origin of the condition \(bhk^2\ll1\): friction must dominate. With \(c=4bhk_m^2\),

\[
\sigma\propto\frac{s(2-s)}{1+cs},\qquad (2-2s)(1+cs)-c(2s-s^2)=0 .
\]

The second equation reduces to \(2-2s-cs^2=0\), whose positive root is \(s=(\sqrt{1+2c}-1)/c\).

For the same film with \(b=5000\) nm, \(c=8.49\) and \(s=0.382\), so the wavelength is \(0.382^{-1/2}=1.62\) times the lubrication value. The Stokes solution gives the same factor and a wavelength of 1104 nm. The speed-up is then 439, far below \(1+3b/h=3001\).

Between the limits, \(b=50\) nm gives a speed-up of 28.6 instead of 31 and a wavelength of 696 nm. At \(b=500\) nm the values are 173 instead of 301, and 784 nm. In this film the rate formula loses accuracy sooner than the wavelength formula, as the fractions \(\epsilon\) and \(\epsilon/4\) suggest.

## Fourth contribution: growth to large amplitude

The factor \(1+3b/h\) belongs to the linear stage. As the film deforms, the local factor changes: where the thickness has fallen to half of 5 nm, it is \(1+3\times5/2.5=7\).

Following the nonlinear lubrication equation at the fastest wavelength, from a ripple of 1 % of \(h\) until the thinnest point reaches \(h/2\), takes about 3610 s without slip and 880 s with \(b=5\) nm. The ratio is 4.10, about 2.5 % above 4. The excess must arise in the nonlinear part, since the linear rates differ by exactly a factor of 4 in this model. The larger factor in the thinning valley outweighs the smaller one under the crest: holding the factor at 4 wherever the film is thicker than its mean gives a ratio of 4.12, and holding it at 4 wherever the film is thinner gives 3.98. Both times describe a single ripple without thermal noise; they are not predicted thinning times for a real film.

## Fifth contribution: thermal noise

Thermal motion also excites ripples. Let \(S(k,t)\) be their mean square amplitude, up to a constant normalization. It obeys

\[
\partial_tS=2\sigma S+2k_BT\,Mk^2 .
\]

The noise strength is fixed by requiring that a stable mode settle at its equilibrium value \(S=k_BT/(\varphi''+\gamma k^2)\); inserting \(\sigma=-Mk^2(\varphi''+\gamma k^2)\) confirms this. Both terms contain \(M\), so in linear lubrication theory slip again only rescales time, for the same initial spectrum.

The spectral peak can depend on the stage of growth. In linear theory, starting from a perfectly smooth film, after three growth times it lies at a wavelength about 4 % below \(\lambda\). For the 5 nm film at 393 K this number is only indicative: the same theory gives a root-mean-square roughness of about \(0.4h\) by then, too large for a linear description. The shift also depends on the start. If the ripples begin with the capillary spectrum \(k_BT/(\gamma k^2)\), the shift of the local peak near \(k_m\) nearly vanishes after three growth times (after one it is 1.6 % towards longer waves), but the roughness is then about \(0.6h\), so this too is only indicative. For a smooth start the shift after three growth times exceeds the 0.3 % finite-thickness shift with slip, so a comparison of wavelengths should be made at equal \(\sigma_mt\), not at equal time.

## Weighing the model against a real film

The numbers are rough values for short-chain polystyrene at 393 K on a thickly oxidized silicon wafer with a thin hydrophobic coating. Thick means tens of nanometres: with a constant of roughly \(-1.3\times10^{-19}\) J for the silicon beneath, \(\varphi''\) changes by 1 % under 20 nm of oxide, is halved under 5 nm and changes sign under 2 nm. The results belong to a 5 nm film and must be rescaled for any other thickness: at fixed material constants \(\lambda\propto h^2\) and the no-slip time \(\propto h^5\). Slip lengths vary widely with chain length and coating, so \(b=5\) nm is a choice.

One assumption that fails on a coated wafer is that of a single Hamaker constant. Suppose a 1 nm coating has constant \(A/2\) and the oxide beneath it has \(A\). Then

\[
\varphi=-\frac{A/2}{12\pi}\left[\frac1{h^2}+\frac1{(h+1\,\mathrm{nm})^2}\right],
\]

and the smaller \(|\varphi''|\) lengthens the wavelength by 16 %. Since \(\sigma_m\propto\varphi''^2\propto\lambda^{-4}\), the growth time rises by a factor \(1.162^4\approx1.8\). A coating applied to create slip can therefore change the wavelength through \(\varphi\), even when slip itself does not.

Viscosity is another weak point, because a rate measures \(M\), not \(b\) alone. Assume the Williams–Landel–Ferry law: at \(x\) kelvin above the glass transition, \(\log_{10}\eta\) has fallen by \(13.7x/(50+x)\), with rough constants for polystyrene. At \(x=60\) the fall is 7.47. A fourfold lower viscosity needs \(7.47+0.60=8.07\), reached at \(x\approx72\). About 12 K of unnoticed heating would imitate the whole slip effect, and at fixed \(\varphi\) and \(\gamma\) it too would leave \(\lambda\) unchanged. The figure depends on the assumptions: it is 9 K with the constants 17.44 and 51.6 K, and 6 K starting from \(x=30\). A glass transition lowered by the thinness of the film raises \(x\) just as heating does. In practice \(\gamma\) also falls on heating; at about 0.07 mN/m per kelvin, 12 K shortens \(\lambda\) by 1.4 %. A faster rate at the same wavelength is thus consistent with weak slip but does not prove it; the viscosity must be known independently.

Polymer elasticity matters little by comparison. With modulus \(\rho RT/M_w\), density \(\rho=1000\) kg/m³ and molar mass \(M_w=2\) kg/mol, the relaxation time \(\eta/(\rho RT/M_w)\) is about 6 ms, against a growth time of 278 s. The remaining estimates are in the numerical output.

## Numbers as computed

```
thickness h = 5.0 nm, slip length b = 5.0 nm
Hamaker constant A = 2.0e-20 J, temperature = 393 K
surface tension = 30 mN/m, viscosity = 1e+04 Pa s
energy curvature phi'' = -5.093e+12 J/m^4
fastest wavenumber k_m = 0.00921 1/nm
k_m h = 0.0461, b h k_m^2 = 0.00212
fastest wavelength, lubrication = 682.0 nm
growth time without slip = 1110 s
growth time with slip = 278 s
speed-up 1+3b/h = 4.000
plug share of the flux = 0.750
Stokes wavelength, no slip = 682.63 nm
Stokes wavelength, slip = 684.02 nm
Stokes speed-up = 3.9674
fastest mode number in box: no slip 8, slip 8
b (nm) | 1+3b/h | Stokes speed-up | Stokes wavelength (nm)
    0 |     1.00 |     1.00 |    682.6
    1 |     1.60 |     1.60 |    682.9
    5 |     4.00 |     3.97 |    684.0
   50 |    31.00 |    28.64 |    696.3
  500 |   301.00 |   172.81 |    784.2
 5000 |  3001.00 |   438.73 |   1104.0
strong slip b = 5000 nm: c = 8.488
strong-slip stretch: law 1.6186, Stokes 1.6188
1 % ripple to half thickness, no slip = 3609 s
1 % ripple to half thickness, slip = 880 s
ratio of these times = 4.101
ratio shift, 40 to 80 cells = -0.004 %
1 nm coating with A/2: wavelength times 1.162
retardation: phi'' times 0.977 (UV 2e+16 rad/s, index 1.6)
thermal roughness = 0.42 nm
noise peak after 3 growth times: wavelength times 0.957
molar mass = 2.0 kg/mol, density = 1000 kg/m3
polymer relaxation time = 6.1e-03 s
relaxation time / growth time with slip = 2.2e-05
inertia / viscous stress = 9.0e-21
WLF constants 13.7, 50 K; 60 K above glass
heating that imitates the slip speed-up = 11.8 K
```
